# Polar and ferromagnetic mean-field states of a spin-1 Bose gas

## Definitions and conventions

Consider identical bosonic atoms of mass $m$ and spin 1. The spin matrices $\mathbf F=(F_x,F_y,F_z)$ are dimensionless. In the basis $|1\rangle,|0\rangle,|-1\rangle$ of $F_z$ they are

$$F_x=\tfrac1{\sqrt2}\begin{pmatrix}0&1&0\\1&0&1\\0&1&0\end{pmatrix},\quad F_y=\tfrac1{\sqrt2}\begin{pmatrix}0&-i&0\\i&0&-i\\0&i&0\end{pmatrix},\quad F_z=\begin{pmatrix}1&0&0\\0&0&0\\0&0&-1\end{pmatrix}.$$

A condensate has the order parameter $\psi=\sqrt n\,\zeta$, where $n$ is the density and $\zeta=(\zeta_+,\zeta_0,\zeta_-)$ is a spinor with $\zeta^\dagger\zeta=1$. Its mean spin per atom is $\mathbf f=\zeta^\dagger\mathbf F\zeta$.

Two atoms have total spin $F=0$, 1 or 2, and $P_F$ projects on each value. Collisions are taken to be short-ranged, s-wave and rotationally invariant, and to leave each atom in its spin-1 manifold. Total spin is then conserved, and the interaction is

$$V=\delta(\mathbf r_1-\mathbf r_2)\,(g_0P_0+g_2P_2),\qquad g_F=\frac{4\pi\hbar^2a_F}{m},\tag{1}$$

with $a_F$ the scattering length for pair spin $F$. Lemma 1 derives $g_F$, and Lemma 2 shows why $F=1$ is missing.

The gas fills a periodic box of volume $\Omega$. There is no magnetic field, magnetic dipole forces are neglected, and the magnetization is free to adjust. The number of atoms $N$ is large.

## Theorem

**(a)** On exchange-symmetric spin states of a pair, $g_0P_0+g_2P_2=c_0+c_2\,\mathbf F_1\cdot\mathbf F_2$, with

$$c_0=\frac{4\pi\hbar^2}{m}\,\frac{a_0+2a_2}{3},\qquad c_2=\frac{4\pi\hbar^2}{m}\,\frac{a_2-a_0}{3}.\tag{2}$$

**(b)** If $c_2>0$ and $c_0>0$, the mean-field energy is lowest for a uniform polar state: $\mathbf f=0$, and $\zeta$ is a phase times a rotation of $(0,1,0)$.

**(c)** If $c_2<0$ and $c_0+c_2=g_2>0$, it is lowest for a uniform ferromagnetic state: $|\mathbf f|=1$, and $\zeta$ is a rotation of $(1,0,0)$.

## Lemma 1: the coupling strength

*To first order, a contact term of strength $g=4\pi\hbar^2a/m$ gives the energy shift of a pair with scattering length $a$.*

*Proof.* The reduced mass is $m/2$, so the relative kinetic energy is $-(\hbar^2/m)\nabla^2$. Put the relative motion in a sphere of large radius $R$. Outside the range of the force, a slow s-wave has $r\varphi(r)\propto\sin k(r-a)$. It vanishes at $r=R$, so the lowest level of positive energy has $k=\pi/(R-a)$. Relative to the level without interaction, the shift is

$$\frac{\hbar^2\pi^2}{m}\left[\frac1{(R-a)^2}-\frac1{R^2}\right]\simeq\frac{2\pi^2\hbar^2a}{mR^3}\qquad(|a|\ll R).$$

Without interaction the normalized state is $\varphi=\sin(\pi r/R)/(\sqrt{2\pi R}\,r)$, so $|\varphi(0)|^2=\pi/(2R^3)$. The first-order shift from $g\,\delta(\mathbf r)$ is $g\pi/(2R^3)$. Equating the two gives $g=4\pi\hbar^2a/m$. ∎

## Lemma 2: exchange symmetry

*Pair states with $F=0$ and $F=2$ are symmetric under exchange of the spins, and those with $F=1$ are antisymmetric.*

*Proof.* The top state of $F=2$ is $|1,1\rangle$, which is symmetric. The total lowering operator treats both atoms alike, so all five $F=2$ states are symmetric. The top state of $F=1$ has $M=1$ and is orthogonal to the $F=2$ state $(|1,0\rangle+|0,1\rangle)/\sqrt2$. It is therefore $(|1,0\rangle-|0,1\rangle)/\sqrt2$, and all three $F=1$ states are antisymmetric. The antisymmetric space of two three-level systems has dimension 3, so $F=1$ fills it. The $F=0$ state is orthogonal to it and hence symmetric. ∎

A bosonic pair with an antisymmetric spin state has a spatial function that is odd in $\mathbf r_1-\mathbf r_2$. This function vanishes at contact, so a delta interaction has no effect on it.

## Proof of (a)

From $(\mathbf F_1+\mathbf F_2)^2=\mathbf F_1^2+\mathbf F_2^2+2\mathbf F_1\cdot\mathbf F_2$ and $\mathbf F_i^2=2$,

$$\mathbf F_1\cdot\mathbf F_2=\tfrac12[F(F+1)-4]=-2,\,-1,\,1\quad\text{for }F=0,1,2.$$

Equality in the two symmetric sectors requires

$$c_0-2c_2=g_0,\qquad c_0+c_2=g_2.$$

Subtraction gives $3c_2=g_2-g_0$. Then $c_0=g_2-c_2=(g_0+2g_2)/3$. Inserting $g_F$ gives (2). ∎

*Remark.* In general the equality does not extend to all nine spin states. For $F=1$ the right side is $c_0-c_2=(2g_0+g_2)/3$, while the left side is zero. By Lemma 2 this difference has no consequence for bosons with a contact force.

## Lemma 3: the mean-field energy

*For a uniform condensate with $N\gg1$, the interaction energy density is*

$$e=\frac{n^2}{2}\left(c_0+c_2|\mathbf f|^2\right).\tag{3}$$

*Proof.* Put every atom in the state $\Omega^{-1/2}\zeta$. A pair in a product of equal spinors is symmetric, so (a) applies. In this product $\langle\mathbf F_1\cdot\mathbf F_2\rangle=\mathbf f\cdot\mathbf f$, and the delta function contributes $\int\Omega^{-2}d^3r=1/\Omega$. The $N(N-1)/2$ pairs give

$$E=\frac{N(N-1)}{2\Omega}\left(c_0+c_2|\mathbf f|^2\right).$$

Replacing $N-1$ by $N$ and dividing by $\Omega$ gives (3). ∎

## Lemma 4: the spinor as a complex vector

*Define $\mathbf d=\mathbf u+i\mathbf v$, with $\mathbf u,\mathbf v$ real, by*

$$d_x=\frac{\zeta_--\zeta_+}{\sqrt2},\qquad d_y=-i\,\frac{\zeta_++\zeta_-}{\sqrt2},\qquad d_z=\zeta_0.$$

*Then $\mathbf f=2\,\mathbf u\times\mathbf v$, and $|\mathbf f|^2+|\mathbf d\cdot\mathbf d|^2=1$. A spin rotation acts on $\mathbf d$ as an ordinary rotation.*

*Proof.* The inverse relations are $\zeta_\pm=(\mp d_x+id_y)/\sqrt2$. They give $|\mathbf d|^2=\zeta^\dagger\zeta=1$, that is, $u^2+v^2=1$. The spin components are

$$f_z=|\zeta_+|^2-|\zeta_-|^2=-2\,\mathrm{Re}(i\,d_x^*d_y)=2\,\mathrm{Im}(d_x^*d_y)=2(u_xv_y-v_xu_y),$$

$$f_x=\sqrt2\,\mathrm{Re}[\zeta_0^*(\zeta_++\zeta_-)]=2\,\mathrm{Re}(i\,d_z^*d_y)=2(u_yv_z-u_zv_y),$$

$$f_y=\sqrt2\,\mathrm{Re}[i\zeta_0^*(\zeta_+-\zeta_-)]=-2\,\mathrm{Re}(i\,d_z^*d_x)=2(u_zv_x-u_xv_z).$$

These are the components of $2\,\mathbf u\times\mathbf v$. Next,

$$|\mathbf f|^2=4u^2v^2-4(\mathbf u\cdot\mathbf v)^2,\qquad|\mathbf d\cdot\mathbf d|^2=(u^2-v^2)^2+4(\mathbf u\cdot\mathbf v)^2.$$

Their sum is $(u^2+v^2)^2=1$.

For the rotations, write $\mathbf f=-i\,\mathbf d^*\times\mathbf d$, which equals $2\,\mathbf u\times\mathbf v$. Since this holds for every $\mathbf d$, it fixes the matrices in the Cartesian basis: $(F_a)_{bc}=-i\epsilon_{abc}$. For a real unit vector $\mathbf e$ this means

$$(\mathbf e\cdot\mathbf F)\,\mathbf d=i\,\mathbf e\times\mathbf d.\tag{4}$$

A small spin rotation $1-i\,\delta\theta\,\mathbf e\cdot\mathbf F$ thus changes $\mathbf d$ by $\delta\theta\,\mathbf e\times\mathbf d$, as an ordinary rotation does. ∎

It follows that $0\le|\mathbf f|\le1$.

*Physical meaning.* The pair state $(|1,-1\rangle-|0,0\rangle+|-1,1\rangle)/\sqrt3$ has $M=0$ and is annihilated by the total raising operator, so it is the singlet. Two atoms in the same spinor have the singlet amplitude $(2\zeta_+\zeta_--\zeta_0^2)/\sqrt3=-\mathbf d\cdot\mathbf d/\sqrt3$. The singlet probability is

$$p_0=\tfrac13|\mathbf d\cdot\mathbf d|^2=\tfrac13(1-|\mathbf f|^2).$$

The mean coupling is therefore $g_0p_0+g_2(1-p_0)=g_2-3c_2p_0=c_0+c_2|\mathbf f|^2$, in agreement with (3). If $a_0<a_2$, singlet pairs are cheaper, and the condensate raises $p_0$ to its largest mean-field value, $1/3$. If $a_0>a_2$, it avoids singlet pairs altogether.

## Proof of (b) and (c)

*The density.* Allow $n$ and $\zeta$ to vary in space. The kinetic energy is not negative. With $\lambda=\min(c_0,c_0+c_2)>0$, (3) applied locally and the Cauchy–Schwarz inequality give

$$E\ge\frac\lambda2\int n^2\,d^3r\ge\frac{\lambda N^2}{2\Omega}.$$

A constant order parameter whose spinor attains $\lambda$ reaches this bound. Zero kinetic energy requires a constant order parameter, so every minimum is uniform. It remains to find the spinors.

*Case $c_2>0$.* The minimum is at $\mathbf f=0$. Then $\mathbf u\times\mathbf v=0$, so both vectors lie along one real unit vector $\mathbf e$. With $u^2+v^2=1$ this gives $\mathbf d=e^{i\chi}\mathbf e$. The spinor $(0,1,0)$ has $\mathbf d=\hat{\mathbf z}$, and a rotation takes $\hat{\mathbf z}$ to any $\mathbf e$. If $\mathbf e$ has polar angles $\theta,\phi$, the inverse relations give

$$\zeta_{\rm polar}=e^{i\chi}\left(-\tfrac{\sin\theta}{\sqrt2}e^{-i\phi},\ \cos\theta,\ \tfrac{\sin\theta}{\sqrt2}e^{i\phi}\right).$$

The state has an axis but no magnetization. Changing $\mathbf e$ to $-\mathbf e$ and $\chi$ to $\chi+\pi$ gives the same state.

*Case $c_2<0$.* The minimum is at $|\mathbf f|=1$, so $\mathbf d\cdot\mathbf d=0$. Its real and imaginary parts give $u^2=v^2=\frac12$ and $\mathbf u\cdot\mathbf v=0$. Hence $\mathbf d=(\mathbf e_1+i\mathbf e_2)/\sqrt2$ with orthonormal $\mathbf e_1,\mathbf e_2$, and $\mathbf f=\mathbf e_1\times\mathbf e_2$. The spinor $(1,0,0)$ has $\mathbf e_1=-\hat{\mathbf x}$, $\mathbf e_2=-\hat{\mathbf y}$ and $\mathbf f=\hat{\mathbf z}$. Any other orthonormal pair is a rotation of this one. An overall phase turns the pair about $\mathbf f$, so it adds no further states. For $\mathbf f$ along $\theta,\phi$, take $\mathbf d=-(\hat{\boldsymbol\theta}+i\hat{\boldsymbol\phi})/\sqrt2$, with the usual spherical unit vectors. Up to a phase,

$$\zeta_{\rm ferro}=\left(\tfrac{1+\cos\theta}2e^{-i\phi},\ \tfrac{\sin\theta}{\sqrt2},\ \tfrac{1-\cos\theta}2e^{i\phi}\right).\qquad∎$$

*When the result fails.* At $c_2=0$ all spinors have equal energy. If $\lambda<0$, the uniform state is not the minimum in a large box. Let one half of the box have density $n(1+\eta)$ and the other $n(1-\eta)$. The mean of $n^2$ grows by the factor $1+\eta^2$, which lowers a negative interaction energy. The kinetic cost per atom of a smoothed profile of fixed shape falls as the inverse square of the box length, so the gain wins. In a small box the uniform state can survive weak modulations, but it is still not the lowest state. For a packet of width $\sigma$ the kinetic energy per atom grows as $\sigma^{-2}$ and the negative interaction energy as $\sigma^{-3}$, so the mean-field energy has no lower bound in any box. For example, $a_0=100$ and $a_2=-10$ bohr radii give $c_0>0$ but $g_2<0$. In units where the mean density and $4\pi\hbar^2a_{\rm B}/m$ are one, the ferromagnetic interaction energy is $-5.00$ when uniform and $-6.25$ for $\eta=\frac12$.

## Proposition: uniform stationary states

*For $c_2\ne0$ and $n>0$, a uniform state solves the time-independent Gross–Pitaevskii equation if and only if $|\mathbf f|=0$ or $|\mathbf f|=1$.*

*Proof.* Written with $\psi$, the energy density is $\frac{c_0}2(\psi^\dagger\psi)^2+\frac{c_2}2\sum_a(\psi^\dagger F_a\psi)^2$. Its derivative with respect to $\psi^\dagger$, at fixed $N$, gives

$$\mu\zeta=c_0n\,\zeta+c_2n\,(\mathbf f\cdot\mathbf F)\,\zeta.$$

Multiplication by $\zeta^\dagger$ gives $\mu=n(c_0+c_2|\mathbf f|^2)$. What remains to vanish is the vector $c_2n(\mathbf f\cdot\mathbf F-|\mathbf f|^2)\zeta$, whose squared norm is

$$(c_2n)^2\left[\langle(\mathbf f\cdot\mathbf F)^2\rangle-|\mathbf f|^4\right].$$

For $\mathbf f\ne0$ let $\hat{\mathbf f}=\mathbf f/|\mathbf f|$. By (4), $\langle(\hat{\mathbf f}\cdot\mathbf F)^2\rangle=|\hat{\mathbf f}\times\mathbf d|^2$. This equals 1, since $\mathbf f=2\,\mathbf u\times\mathbf v$ is perpendicular to $\mathbf d$. The squared norm is thus $(c_2n)^2|\mathbf f|^2(1-|\mathbf f|^2)$, which also holds at $\mathbf f=0$. It vanishes at the two stated values and nowhere else. ∎

The chemical potentials are $\mu_{\rm polar}=c_0n$ and $\mu_{\rm ferro}=(c_0+c_2)n=g_2n$.

*Fixed magnetization.* Suppose instead that $f_z=M$ is prescribed in a uniform state. For $c_2>0$ the lowest energy has $|\mathbf f|=|M|$, since $|\mathbf f|\ge|f_z|$. The spinor $(\sqrt{(1+M)/2},0,\sqrt{(1-M)/2})$ attains it. For $c_2<0$ the ferromagnetic spinor tilts until $\cos\theta=M$. The constraint adds a multiplier times $F_z$ to the stationary equation, so intermediate $|\mathbf f|$ becomes possible.

## Remark: what mean field leaves out

Keep all atoms in the uniform spatial mode, but allow any symmetric spin state. Since $\mathbf F_{\rm tot}^2=2N+2\sum_{i<j}\mathbf F_i\cdot\mathbf F_j$,

$$H=\frac{c_0N(N-1)}{2\Omega}+\frac{c_2}{2\Omega}\left(\mathbf F_{\rm tot}^2-2N\right).$$

For $c_2<0$ the lowest energy has total spin $N$. Then $\mathbf F_{\rm tot}^2-2N=N(N-1)$, which is the energy of the ferromagnetic product state. Within this model that state is an exact ground state.

For $c_2>0$ and even $N$ the ground state has total spin zero. Such a state exists: let the rotationally invariant pair operator $2a_1^\dagger a_{-1}^\dagger-(a_0^\dagger)^2$ act $N/2$ times on the vacuum. Its spin energy is $-c_2N/\Omega$, whereas the polar product state has zero. The polar state is thus too high by $c_2/\Omega=c_2n/N$ per atom. This is $0.25\,c_2n$ for $N=4$ and $0.0625\,c_2n$ for $N=16$, and it vanishes for large $N$ at fixed density. The model still omits atoms scattered into other spatial modes.

## Worked example

Take round model parameters: mass 40 u, density $n=10^{20}\ \mathrm{m^{-3}}$, and scattering lengths of 60 and 75 bohr radii $a_{\rm B}$. Then $4\pi\hbar^2a_{\rm B}/m=1.113\times10^{-52}\ \mathrm{J\,m^3}$. Energies are divided by $h$ and given in Hz. The larger scattering length gives $na^3=6.3\times10^{-6}$, so the gas is dilute. The numbers below are mean-field values. The leading correction from atoms scattered into other spatial modes scales as $\sqrt{na^3}$ and is about 1%. It adds about 6 Hz per atom to the ground state of case A and about 4 Hz to that of case B. This exceeds the last digit shown, but it is small beside the 42 Hz splitting found below.

**Case A: $a_0=60\,a_{\rm B}$, $a_2=75\,a_{\rm B}$.** The combinations in (2) are $(60+150)/3=70$ and $(75-60)/3=5$ bohr radii. Hence

$$c_0=70\times1.113\times10^{-52}=7.79\times10^{-51}\ \mathrm{J\,m^3},\qquad c_2=5.57\times10^{-52}\ \mathrm{J\,m^3}.$$

Multiplication by $n/h$ gives $c_0n/h=1176$ Hz and $c_2n/h=84$ Hz.

**Case B: the two lengths exchanged.** Now the combinations are $(75+120)/3=65$ and $(60-75)/3=-5$ bohr radii, so $c_0n/h=1092$ Hz and $c_2n/h=-84$ Hz.

By (3) the energy per atom is $\frac12(c_0n+c_2n|\mathbf f|^2)$:

| Spinor | $\lvert\mathbf f\rvert$ | A (Hz) | B (Hz) |
|---|---|---|---|
| $(0,1,0)$ | 0 | 588 | 546 |
| $(1,0,1)/\sqrt2$ | 0 | 588 | 546 |
| $(\sqrt3/2,0,1/2)$ | 0.5 | 599 | 536 |
| $(1,0,0)$ | 1 | 630 | 504 |
| $(1/2,1/\sqrt2,1/2)$ | 1 | 630 | 504 |

The first two spinors are polar, with axes along $z$ and $y$. The last two are ferromagnetic, with spins along $z$ and $x$. Within each pair the energies agree because the states are related by a rotation. The ferromagnetic energy minus the polar energy is $c_2n/2h=42$ Hz in case A and $-42$ Hz in case B, so A is polar and B ferromagnetic.

The middle spinor has $|\mathbf f|^2=\frac14$ and lies one quarter of the way from the polar to the ferromagnetic energy. It is not stationary when the magnetization is free. In case A no uniform state with the fixed magnetization $f_z=\frac12$ has a lower energy.

The ground-state chemical potentials are $c_0n/h=1176$ Hz in case A and $(c_0+c_2)n/h=1008$ Hz in case B. Each is twice the interaction energy per atom, because that energy is proportional to density. The spin coupling is small beside the density coupling, with $c_2/c_0=5/70\approx7\%$ in case A, yet at zero magnetic field its sign decides the magnetic order. Because the spin energy is so small, a weak field competes with it. Add a quadratic Zeeman energy $q(|\zeta_+|^2+|\zeta_-|^2)$ per atom and leave out the linear term, as is appropriate when the magnetization along the field is held at zero. In case B this reduces $|\mathbf f|$ to 0.80 at $q/h=100$ Hz and to zero above $q=2|c_2|n$, that is 168 Hz. For the spin-1 states of alkali atoms such as $^{41}$K, $^{23}$Na and $^{87}$Rb, this value of $q$ needs a field of only about 0.3 to 1.5 G.

Numbers in the example were calculated in double precision.
